# Positivity of the transmission cross-coefficient operator and the coherent-mode image sum, part 2

A thin mask with transmission $t(x)$ is lit by an extended incoherent source and imaged by a lens. We seek its image intensity $I(x)$ as a sum of coherent images.

In atomic units ($\hbar=1$), light of photon energy $\omega$ has wavenumber $k=\omega/c$. Frequencies are in units of $k\,\mathrm{NA}$, with $\mathrm{NA}$ the numerical aperture, and lengths in units of $1/(k\,\mathrm{NA})$. The clear field is $t=1$.

The mask is integrable, with spectrum $M(f)=\int t(x)e^{-ifx}dx$. The bounded pupil $P(g)$ vanishes for $|g|>1$. The bounded source density $J(s)\ge0$ vanishes for $|s|>\sigma$, and $\int J\,ds=1$. On the band $B=[-1-\sigma,1+\sigma]$, $\langle\chi,\phi\rangle=\int_B\chi^*(f)\phi(f)\,df$.

The image is

$$
I(x)=\iint T(f,f')M(f)M^*(f')e^{i(f-f')x}\frac{df\,df'}{(2\pi)^2},
\tag{1}
$$

$$
T(f,f')=\int J(s)P(f+s)P^*(f'+s)\,ds.
\tag{2}
$$

In real space, with $K(x)=\int P(g)e^{igx}\frac{dg}{2\pi}$ and $\gamma(d)=\int J(s)e^{isd}ds$,

$$
\begin{aligned}
I(x)=\iint &K(x-x_1)K^*(x-x_2)\,\gamma(x_1-x_2)\\
&\times t(x_1)t^*(x_2)\,dx_1dx_2 .
\end{aligned}
\tag{7}
$$

The operator $T$ with kernel (2) is compact and Hermitian, with $\operatorname{Tr}T=\int|P(g)|^2dg$. Lemma 3 states that, for every square-integrable $\phi$ on $B$,

$$
\langle\phi,T\phi\rangle=\int J(s)\left|\int_BP^*(f+s)\phi(f)\,df\right|^2ds\ge0 .
\tag{8}
$$

The source-side operator $G$ has the same nonzero eigenvalues as $T$, and kernel

$$
G(s,s')=\sqrt{J(s)J(s')}\int P^*(f+s)P(f+s')\,df .
\tag{10}
$$

Let $\phi_n$ be the orthonormal eigenfunctions of $T$, with eigenvalues $\lambda_1\ge\lambda_2\ge\dots\ge0$, and $I_N$ the first $N$ terms of the sum (3). Still to be proved are

$$
I(x)=\sum_n\lambda_n|c_n(x)|^2,\qquad
c_n(x)=\int_B\phi_n(f)M(f)e^{ifx}\frac{df}{2\pi},
\tag{3}
$$

$$
0\le I(x)-I_N(x)\le\lambda_{N+1}C_M,\qquad
C_M=\int_B|M(f)|^2\frac{df}{(2\pi)^2}.
\tag{4}
$$

The "signed source" in the final table is three times a unit-weight uniform source of half-width $0.4$ minus twice one of half-width $0.2$, with the example's defocused pupil. It violates $J\ge0$, so Lemma 3 does not cover it.

### 8. Proof of the coherent-mode sum

For each image point define a function on the band,

$$
u_x(f)=\frac{1}{2\pi}M^*(f)e^{-ifx}.
$$

It is bounded and hence square integrable on $B$. The complex conjugate in its definition is needed to match the order of arguments in $T$:

$$
\langle u_x,Tu_x\rangle
=\iint\frac{M(f)e^{ifx}}{2\pi}T(f,f')\frac{M^*(f')e^{-if'x}}{2\pi}\,df\,df'=I(x).
$$

The spectral theorem for compact Hermitian operators supplies an orthonormal set $\phi_n$ with $T\phi_n=\lambda_n\phi_n$ and

$$
Tu_x=\sum_n\lambda_n\langle\phi_n,u_x\rangle\phi_n .
$$

Lemma 3 gives $\lambda_n=\langle\phi_n,T\phi_n\rangle\ge0$. Taking the inner product with $u_x$,

$$
I(x)=\sum_n\lambda_n|\langle\phi_n,u_x\rangle|^2 .
$$

The coefficient is

$$
\langle\phi_n,u_x\rangle=\int_B\phi_n^*(f)M^*(f)e^{-ifx}\frac{df}{2\pi}=c_n(x)^* ,
$$

and conjugation does not change its modulus. This proves (3).

Each $c_n$ is an ordinary coherent image. Inserting the definition of $M$ and exchanging integrals gives

$$
c_n(x)=\int h_n(x-x')t(x')dx',\qquad
h_n(y)=\int_B\phi_n(f)e^{ify}\frac{df}{2\pi}.
$$

Thus $\phi_n$ acts as the pupil of a fictitious coherent lens. The fields $c_n$ do not interfere with one another; their intensities add with weights $\lambda_n$.

For the truncation bound, subtract the first $N$ terms. The remaining terms are nonnegative and have eigenvalues no larger than $\lambda_{N+1}$, so

$$
0\le I(x)-I_N(x)=\sum_{n>N}\lambda_n|c_n(x)|^2
\le\lambda_{N+1}\sum_{n>N}|c_n(x)|^2 .
$$

Bessel's inequality bounds the last sum by $\|u_x\|^2$. The factor $e^{-ifx}$ has modulus one, hence $\|u_x\|^2=C_M$ for every $x$. This proves (4) and completes the theorem. $\square$

A truncated sum therefore underestimates the intensity, or equals it, at each point. If a resist model compares this intensity with a fixed threshold, truncation can only shrink the region above the threshold or leave it unchanged. This no longer holds if the truncated image is rescaled to its own clear-field value, because the rescaling raises the intensity and the error can then have either sign.

### 9. Periodic masks

A periodic mask is not integrable over the whole line, and its spectrum consists of discrete orders. Write $t(x)=\sum_ma_me^{if_mx}$, with finitely many orders $f_m$ in the band. The intensity becomes

$$
I(x)=\sum_{m,m'}T(f_m,f_{m'})a_ma_{m'}^*e^{i(f_m-f_{m'})x}.
$$

The sampled matrix is positive semidefinite, because for any numbers $v_m$

$$
\sum_{m,m'}v_m^*T(f_m,f_{m'})v_{m'}
=\int J(s)\left|\sum_mP^*(f_m+s)v_m\right|^2ds\ge0 .
$$

Its eigenvectors give another finite sum of coherent images. Its eigenvalues depend on the sampled frequencies, and so on the period of the mask.

The continuous eigenfunctions can also be used, provided that their values at single frequencies are meaningful. The kernel is continuous: with $J\le J_{\max}$, the Cauchy–Schwarz inequality gives

$$
|T(f+\delta,f')-T(f,f')|\le J_{\max}\|P(\cdot+\delta)-P\|\,\|P\|,
$$

and the first norm tends to zero with $\delta$, even for a pupil with a sharp edge. The same holds for the second argument. Mercer's theorem then states that $T(f,f')=\sum_n\lambda_n\phi_n(f)\phi_n^*(f')$ converges uniformly on the band. Inserting this gives

$$
I(x)=\sum_n\lambda_n\left|\sum_m\phi_n(f_m)a_me^{if_mx}\right|^2 .
$$

The sampled $\phi_n$ are in general not orthogonal vectors, so the bound (4) is not carried over to this last sum.

### 10. Limiting cases

**Point source.** If the source shrinks to the point $s_0$, the kernel becomes $P(f+s_0)P^*(f'+s_0)$. It has rank one, with the nonzero eigenvalue $\int|P|^2dg$. Every function orthogonal to the shifted pupil has eigenvalue zero. The image is coherent.

**Two source points.** Let two points of weight $1/2$ be a distance $d\le2$ apart, with $P=1$ for $|g|\le1$. The shifted pupils have squared norm $2$ and overlap $2-d$. The source-side operator is the matrix

$$
G=\frac12\begin{pmatrix}2&2-d\\2-d&2\end{pmatrix},\qquad
\lambda=2-\frac d2,\ \frac d2 .
$$

At $d=0$ one coherent image remains. At $d=2$ the pupils do not overlap and the two weights are equal. The sum over the two source points is also a sum of coherent images, with weight one for each normalized pupil. For $0<d<2$ it differs from the eigenfunction sum. Positivity therefore does not select a unique decomposition; what the eigenfunctions add is orthogonality.

**Uniform slit source in focus.** Let $J=1/2\sigma$ for $|s|\le\sigma\le1$ and $P=1$ in the pupil. Two pupils shifted by $s$ and $s'$ overlap over a length $2-|s-s'|$, so

$$
G(s,s')=\frac{2-|s-s'|}{2\sigma}.
$$

Differentiate $G\psi=\lambda\psi$ twice. The second derivative of $-|s-s'|$ is $-2\delta(s-s')$, and hence

$$
\lambda\psi''=-\frac1\sigma\psi .
$$

The solutions are sines and cosines of $\kappa s$, with $\lambda=1/(\sigma\kappa^2)=\sigma/u^2$ and $u=\kappa\sigma$. The integral equation supplies the boundary conditions at $s=\sigma$:

$$
\lambda\psi'(\sigma)=-\frac1{2\sigma}\int\psi\,ds',\qquad
\lambda\psi(\sigma)=\frac1{2\sigma}\int(2-\sigma+s')\psi\,ds' .
$$

For odd $\psi$ the first integral vanishes, which gives $\cos u=0$. For even $\psi$ the term in $s'$ vanishes, so $\psi(\sigma)=-(2-\sigma)\psi'(\sigma)$. With $\psi=\cos\kappa s$ this is

$$
u\tan u=\frac{\sigma}{2-\sigma}.
\tag{11}
$$

Real $\kappa$ corresponds to $\lambda>0$, which Lemma 3 guarantees for every nonzero eigenvalue. The eigenvalues fall as $1/u^2$. The slow algebraic fall comes from the kink of $|s-s'|$, which is produced by the sharp pupil edge.

**Narrow slit source.** For small $\sigma$, (11) gives $u^2+u^4/3\approx\sigma/2+\sigma^2/4$, so $u^2\approx\sigma/2+\sigma^2/6$ and

$$
\lambda_1=\frac{\sigma}{u^2}\approx2-\frac{2\sigma}{3},\qquad
1-\frac{\lambda_1}{\operatorname{Tr}T}\approx\frac\sigma3 .
\tag{12}
$$

At fixed defocus, this leading term is unaltered as $\sigma\to0$; for a pupil-edge phase $W$ this requires $W^2\sigma\ll1$. For the pupil $P=e^{-iWf^2}$, put $d=s-s'$. The phase difference in (10) is linear in $f$, and integration over the overlap gives

$$
G(s,s')=\frac{1}{2\sigma}\frac{\sin[Wd(2-|d|)]}{Wd}
\approx\frac1{2\sigma}\left(2-|d|-\frac43W^2d^2\right).
$$

In the limit of small $\sigma$ the leading eigenfunction is constant. Its expectation value replaces $|d|$ and $d^2$ by their means over two independent uniform source points, $2\sigma/3$ and $2\sigma^2/3$. After division by the trace, which is $2$, the defocus term adds $(4/9)W^2\sigma^2$ to the deficit (12).

### 11. A defocused pair of openings

The example is a one-dimensional scalar model with photon energy $6.4$ eV, numerical aperture $0.5$ and a uniform slit source with $\sigma=0.4$. The wavelength $2\pi c/\omega$ is $1937$ angstrom. The length unit is

$$
\frac{1}{k\,\mathrm{NA}}=\frac{1937}{2\pi(0.5)}\approx617\ \text{angstrom}.
$$

The image is evaluated $z=4000$ angstrom from focus. For transverse wavenumber $q=k\,\mathrm{NA}f$, propagation gives the phase

$$
z\sqrt{k^2-q^2}\approx kz-\frac{q^2z}{2k}=kz-Wf^2,\qquad
W=\frac{k\,\mathrm{NA}^2z}{2}.
$$

The common phase $kz$ has no effect on the intensity. With $k\,\mathrm{NA}=1/617$ per angstrom, $W=0.5\times4000/(2\times617)\approx1.62$ rad. The next term of the square root is $-(W\mathrm{NA}^2/4)f^4$, about $0.10$ rad at the pupil edge. It is left out, so the numbers below describe the paraxial model. With the exact square root the leading eigenvalue is $1.563$ in place of $1.580$, and the image intensities of the mask below change by up to $0.011$ of the clear field.

For this pupil the source integral in (2) runs over the interval $[a,b]$ where both shifted pupils are open:

$$
a=\max(-\sigma,-1-f,-1-f'),\qquad b=\min(\sigma,1-f,1-f').
$$

Let $L=b-a$, with $T=0$ if $L\le0$, and $\Delta=f-f'$. Since $(f+s)^2-(f'+s)^2=\Delta(f+f'+2s)$, the elementary integral is

$$
T(f,f')=\frac{L}{2\sigma}\,e^{-iW\Delta(f+f'+a+b)}\,
\frac{\sin(W\Delta L)}{W\Delta L},
$$

where the last fraction is one at $\Delta=0$. The kernel is complex, and exchanging $f$ and $f'$ conjugates it.

The computed eigenvalues begin $1.580$, $0.278$, $0.068$, $0.024$. These four add to $1.950$; the sum of all eigenvalues is $2.000$, equal to the pupil integral $\int_{-1}^1dg=2$. The first mode carries $1.580/2=79\%$ of the trace and the first two carry $93\%$. The smallest computed value, $-5\times10^{-17}$, is zero to rounding. Diagonalizing $G$ instead of $T$ reproduces the first ten eigenvalues to within $1.5\times10^{-5}$.

For comparison, (11) with $\sigma=0.4$ reads $u\tan u=0.25$. Its lowest root is $u=0.480$, so the leading eigenvalue in focus is $0.4/0.480^2\approx1.74$. Defocus has moved weight from the first mode to the others while the trace has stayed fixed.

The narrow-source law was tested at $\sigma=0.01$ with the same $W$. The computed deficit is $0.003447$, against $\sigma/3=0.003333$. The difference is $0.000114$, and the defocus term predicts $(4/9)(1.62)^2(0.01)^2\approx0.000117$.

**The mask.** Two openings, each $1500$ angstrom wide, have centres $3000$ angstrom apart. The left one transmits with amplitude $1$ and the right one with amplitude $i$, a phase shift of 90 degrees. With width $w$ and spacing $D$ in reduced units,

$$
M(f)=\frac{2\sin(fw/2)}{f}\left(e^{ifD/2}+i\,e^{-ifD/2}\right).
$$

The left opening, centred at $-D/2$, produces the factor $e^{+ifD/2}$. The intensities below are relative to the clear field; the last column keeps the first mode alone.

| $x$ (angstrom) | $I$ | $I_1$ |
|---:|---:|---:|
| $-3000$ | 0.103 | 0.066 |
| $-1500$ | 0.340 | 0.315 |
| $0$ | 0.158 | 0.124 |
| $1500$ | 0.515 | 0.495 |
| $3000$ | 0.070 | 0.058 |

The full eigenfunction sum was tested against the real-space integral (7), which uses neither $T$ nor $M$. The largest difference over the sampled positions is $2\times10^{-6}$ of the clear-field intensity.

**Truncation.** The squared norm in (4) is $C_M=0.623$. For one mode the bound (4) is $0.278\times0.623=0.173$, while the largest missing intensity at the sampled positions, which run from $-4500$ to $4500$ angstrom, is $0.072$. For two modes the bound is $0.043$ and the largest missing intensity is $0.009$; for three they are $0.015$ and $0.002$. The bound holds for every mask with the same $C_M$, so it need not be close for a particular one. A small absolute error can be a large relative one in dark regions: at $x=-3000$ angstrom one mode misses $0.103-0.066=0.037$, or $36\%$ of the local intensity.

**Why the image is asymmetric.** The openings are mirror images in size and position but differ in phase. Let $I_L$ and $I_R$ be the images of each opening alone, and define

$$
C(x)=\int_L\!dx_1\int_R\!dx_2\,K(x-x_1)K^*(x-x_2)\gamma(x_1-x_2).
$$

The interference term in (7) is $2\operatorname{Re}[(-i)C]=2\operatorname{Im}C$, where $-i$ is the conjugate of the right-hand amplitude. Thus

$$
I(x)=I_L(x)+I_R(x)+2\operatorname{Im}C(x).
$$

The pupil and the source are even, so $K$ is even and $\gamma$ is real and even. Reversing the signs of $x$, $x_1$ and $x_2$ exchanges the openings and gives $C(-x)=C(x)^*$. The interference term is therefore odd in $x$, while $I_L+I_R$ is even.

In focus $K$ is real, $\operatorname{Im}C=0$, and the image is symmetric; the computed asymmetry is $2\times10^{-16}$. With defocus $K$ is complex, and the largest value of $|I(x)-I(-x)|$ over the sampled positions is $0.24$. At the opening centres the difference is $0.515-0.340=0.175$. Reversing the sign of the defocus replaces $K$ by $K^*$ and $C$ by $C^*$, which mirrors the image. The asymmetry is thus a property of the interference. The mode sum, with its nonnegative weights, reproduces it, as the comparison with (7) shows. The remaining computed values are listed in the numerical output.

## Table of computed values

```
photon energy = 6.4 eV
wavelength = 1937.3 angstrom
numerical aperture = 0.5 (dimensionless)
source half-width sigma = 0.4 (dimensionless)
length unit 1/(k NA) = 616.65 angstrom
defocus = 4000 angstrom
pupil-edge defocus phase W = 1.6217 rad
opening width = 1500 angstrom
opening centre spacing = 3000 angstrom
trace of T = 2.000000 (dimensionless)
pupil norm = 2.000000 (dimensionless)
smallest computed eigenvalue = -5.0e-17 (dimensionless)
quadratic form from T = 0.55283 (dimensionless)
quadratic form from source = 0.55282 (dimensionless)
n, eigenvalue, cumulative trace fraction (dimensionless):
  1  1.58017  0.79009
  2  0.27821  0.92919
  3  0.06834  0.96336
  4  0.02374  0.97523
  5  0.01205  0.98126
  6  0.00723  0.98487
  7  0.00488  0.98732
  8  0.00351  0.98907
largest eigenvalue mismatch, two operators = 1.5e-05
mask norm on band = 0.62325 (dimensionless)
N, largest missing intensity, bound (clear field = 1):
  1  0.07233  0.17340
  2  0.00858  0.04259
  3  0.00176  0.01480
  4  0.00027  0.00751
  5  0.00013  0.00451
  6  0.00005  0.00304
x (angstrom), real-space I, eigen-sum I, one-term I (clear field = 1):
  -3000  0.1033  0.1033  0.0657
  -1500  0.3398  0.3398  0.3145
  0  0.1582  0.1582  0.1237
  1500  0.5148  0.5148  0.4951
  3000  0.0705  0.0705  0.0582
largest image mismatch = 2.1e-06 (clear field = 1)
image asymmetry in focus = 2.2e-16 (clear field = 1)
image asymmetry defocused = 0.2361 (clear field = 1)
narrow source half-width = 0.01 (dimensionless)
narrow-source trace deficit = 0.003447 (dimensionless)
linear-law trace deficit = 0.003333 (dimensionless)
signed-source inner density = -1.250 (dimensionless)
signed-source lowest eigenvalue = -0.16354 (dimensionless)
```
